# Do half-integer valley Chern numbers guarantee edge states in gapped graphene?

## Question

I give monolayer graphene a staggered potential, $+m$ on sublattice A and $-m$ on B. The Berry curvature of the filled band then gives valley Chern numbers close to $+1/2$ and $-1/2$. I took this to mean that any edge to vacuum must carry counterpropagating valley modes inside the gap. Yet my zigzag ribbon has a flat band at the border of the gap, and an armchair ribbon has nothing in the gap. Changing the potential on the outer row of atoms makes a gap-crossing band appear, although the bulk is unchanged. What do the two halves actually guarantee?

## Answer

They guarantee nothing at a vacuum edge. What counts modes is the change of the valley number between two gapped regions, provided the valleys stay separate. If the mass changes sign across a wall, the net count is one mode per valley and per spin. At a vacuum edge, the termination supplies the other half of the count.

### Where the half comes from

Let rows of atoms run along $x$, the zigzag direction, with lattice constant $a$, nearest-neighbour hopping $-t$ and wave number $k$. Write $c=\cos(ka/2)$. The amplitudes $\alpha_n,\beta_n$ on A and B in row $n$ obey

$$(E-m)\alpha_n=-t(2c\,\beta_n+\beta_{n-1}),\qquad (E+m)\beta_n=-t(2c\,\alpha_n+\alpha_{n+1}).$$

For waves $e^{iqn}$ the A–B matrix element is $h=-t(2c+e^{-iq})$. It vanishes at $(ka,q)=(2\pi/3,\pi)$, valley $\tau=+1$, and at $(4\pi/3,0)$, valley $\tau=-1$. Let $p$ be the wave number along $x$ measured from the valley centre, and let $q$ deviate from its central value by $\sqrt3ak_y/2$. To first order $h=\hbar v(p-ik_y)$ in the first valley and $\hbar v(p+ik_y)$ in the second, with $\hbar v=\sqrt3at/2$. Reversing the sign of the B amplitude in the second valley gives the common form

$$H_\tau=\hbar v(\tau p\,\sigma_x+k_y\sigma_y)+m\sigma_z .$$

Let $(\vartheta,\phi)$ be the polar angles of the vector multiplying $\boldsymbol\sigma$. The lower state is $u=(\sin\frac\vartheta2,-\cos\frac\vartheta2e^{i\phi})$, so

$$i\langle u|\nabla u\rangle=-\tfrac12(1+\cos\vartheta)\nabla\phi,\qquad \Omega=-\tfrac12(\nabla\cos\vartheta\times\nabla\phi)_z .$$

Here $\cos\vartheta=m/\sqrt{m^2+\hbar^2v^2k^2}$, where $k$ now means the distance from the valley centre, and $\nabla\phi=\tau\nabla\phi_k$. Hence $\Omega=-(\tau/2k)\,d\cos\vartheta/dk$, and the flux through a disk of radius $k_c$, divided by $2\pi$, is

$$C_\tau=\int_0^{k_c}\Omega\,k\,dk=\frac\tau2\left[\operatorname{sgn}m-\frac{m}{\sqrt{m^2+\hbar^2v^2k_c^2}}\right].$$

The value $\tau\,\mathrm{sgn}(m)/2$ is the limit $\hbar vk_c\gg|m|$. It is not an invariant of a closed surface.

Take $a=0.246$ nm, $t=2.7$ eV and $m=20$ meV, so $\hbar v=0.575$ eV nm and the gap is 40 meV. A disk reaching $\hbar vk_c=200$ meV holds $\frac12(1-20/201)=0.450$. Summing the Berry flux of the lattice states over a fine mesh and dividing by $2\pi$ gives $\pm0.496$ in the two halves $0<ka<\pi$ and $\pi<ka<2\pi$ of the Brillouin zone, with zero total. With $m=1$ eV the same half zone holds only 0.312. Because the region is open, this number depends on conventions. The $h$ above omits the phase $e^{iq/3}$ from the offset of B relative to A within a row; with true atomic positions the same strip holds 0.337, and the triangle with Γ points at its corners holds 0.360. For $m=20$ meV these choices move the value by about 0.001.

### A bulk with halves and an empty gap

With nearest-neighbour hopping and uniform $m$, a sample of any shape has

$$H=\begin{pmatrix}m&Q\\Q^\dagger&-m\end{pmatrix},\qquad H^2=\begin{pmatrix}m^2+QQ^\dagger&0\\0&m^2+Q^\dagger Q\end{pmatrix}.$$

The off-diagonal blocks $mQ-Qm$ cancel. Since $QQ^\dagger$ and $Q^\dagger Q$ have no negative eigenvalues, $|E|\ge|m|$. Zigzag, armchair and ragged edges therefore all leave the gap empty in this model. A flake of 454 atoms, cut from the lattice with sites removed at random, has its smallest $|E|$ at 20.0 meV when diagonalized. This settles the belief: the valley numbers are nearly $\pm1/2$, and no state lies inside the gap.

### What the edge contributes

Consider the region $y>0$ with an edge that does not mix valleys. In valley $\tau=+1$ the current through the edge is proportional to $\psi^\dagger\sigma_y\psi$. It must vanish, so the two components have a real ratio:

$$\psi(0)\propto\chi=\begin{pmatrix}\cos(\theta/2)\\\sin(\theta/2)\end{pmatrix},\qquad \chi'=\begin{pmatrix}-\sin(\theta/2)\\\cos(\theta/2)\end{pmatrix}.$$

The angle $\theta$ describes the termination. Direct multiplication gives $\sigma_x\chi=\sin\theta\,\chi+\cos\theta\,\chi'$, $\sigma_z\chi=\cos\theta\,\chi-\sin\theta\,\chi'$ and $i\sigma_y\chi=-\chi'$. Insert $\psi=\chi e^{-\kappa y}$ with $k_y=-i\partial_y$. The parts along $\chi$ and $\chi'$ give

$$E=\hbar vp\sin\theta+m\cos\theta,\qquad \hbar v\kappa=\hbar vp\cos\theta-m\sin\theta .$$

A bound state needs $\kappa>0$. Eliminating $p$ gives $\hbar v\kappa=(E\cos\theta-m)/\sin\theta$. For $|E|<|m|$ the numerator has the sign of $-m$. So at each gap energy there is one edge state if $m\sin\theta<0$, and none if $m\sin\theta>0$. Its velocity has the sign of $\sin\theta$. Counting right movers minus left movers,

$$\nu_+=\tfrac12\left(\operatorname{sgn}\sin\theta-\operatorname{sgn}m\right).$$

The second term is the bulk half, and the first belongs to the edge. Time reversal gives $\nu_-=-\nu_+$. For $\sin\theta=0$ the band is flat at $\pm m$, on the border of the gap.

### One bulk, several zigzag edges

Now let the first row be an A row with an extra potential $U$. Its equation is $(E-m-U)\alpha_1=-2tc\,\beta_1$. This equals the bulk equation if a fictitious amplitude $\beta_0=-(U/t)\alpha_1$ is introduced. Near $\tau=+1$ the amplitudes alternate in sign from row to row, because $q=\pi$. Their smooth envelopes thus have the ratio $B/A=U/t$, and to leading order

$$\tan(\theta/2)=U/t .$$

The lattice problem can also be solved without the Dirac approximation. Put $\alpha_n=\alpha\lambda^n$ and $\beta_n=\beta\lambda^n$ with $|\lambda|<1$. The edge condition gives $\beta=-(U/t)\lambda\alpha$, and the two bulk equations become

$$E=m+U(1+2c\lambda),\qquad (E+m)U\lambda=t^2(2c+\lambda).$$

Inserting the first into the second yields

$$2cU^2\lambda^2+[(2m+U)U-t^2]\lambda-2ct^2=0 .$$

The product of the roots is $-t^2/U^2$, so for $|U|<t$ at most one root decays. For $U=0$, $\lambda=-2c$ and $E=m$: this is your flat band, present for $2\pi/3<ka<4\pi/3$. At $ka=\pi$, $c=0$, so $\lambda=0$ and $E=m+U$. The band leaves the bulk states near one valley, reaches $m+U$ at $ka=\pi$ and returns near the other. To cross the whole gap, $U$ must have the sign opposite to $m$ and satisfy $|U|>2|m|$. The Dirac count misses the second condition because it lets the straight line run on indefinitely.

To count crossings I took a ribbon 800 nm wide and counted its levels below a chosen gap energy at $ka=0,\pi,2\pi$. A left mover sinks through that energy as $k$ grows, so each added level counts $-1$. The other edge, a B row, has $U=0$ and a flat band at the border of the gap, so it adds no crossing.

| $m$ (meV) | $U$ (meV) | $(\nu_+,\nu_-)$ |
|---|---|---|
| $+20$ | $0$ | $(0,0)$ |
| $+20$ | $+200$ | $(0,0)$ |
| $+20$ | $-200$ | $(-1,+1)$ |
| $-20$ | $+200$ | $(+1,-1)$ |

The first three rows have the same bulk. With $m=20$ meV and $U=-30$ meV the band bottoms out at $20-30=-10$ meV: the count is $(-1,+1)$ at $E=10$ meV but $(0,0)$ at $-15$ meV.

For $U=-200$ meV, $\theta=2\arctan(-0.2/2.7)=-0.148$, and the edge speed is $0.147v$. At $\hbar vp=50$ meV the Dirac line gives $-0.1473\times50+0.989\times20=12.4$ meV, against 12.5 meV from the lattice equation. At 150 meV the values are $-2.3$ and $-1.9$ meV, as terms of second order in $ap$ begin to matter.

Second-neighbour hopping $t_2$ has a similar effect. Let $T$ be the nearest-neighbour hopping matrix. At a clean zigzag edge each second-neighbour pair is joined by one two-step path, so $T^2/t^2$ equals the second-neighbour matrix plus the number of neighbours of each atom. That number is 3 in the bulk and 2 in the outer row. The added hopping is therefore

$$t_2\,T^2/t^2-3t_2+t_2P_{\rm edge},$$

where $P_{\rm edge}$ selects the outer rows. Apart from the uniform shift and the $T^2$ term, it is an edge potential $U=t_2$. A round magnitude of 100 meV is five times $m$, so the empty gap of the simplest model is fragile. A common $U$ on both edges favours one of them, since their flat bands start at opposite borders of the gap. With $m=20$ meV and $U=+200$ meV on both, the total count is $(+1,-1)$, carried by the B edge.

### Why a mass wall is different

Let $m(y)$ vary, with gapped regions on both sides, and write

$$H_\tau=\tau\hbar vp\,\sigma_x+D,\qquad D=-i\hbar v\sigma_y\partial_y+m(y)\sigma_z .$$

Since $\sigma_x$ anticommutes with $D$, a state with $D\varphi=\varepsilon\varphi$, $\varepsilon\ne0$, has a partner $\sigma_x\varphi$ with eigenvalue $-\varepsilon$. Within this pair $H_\tau$ has diagonal elements $\pm\varepsilon$ and off-diagonal element $\tau\hbar vp$, so $E=\pm\sqrt{\varepsilon^2+\hbar^2v^2p^2}$. Such branches turn back and add nothing to the net count.

A zero mode, $D\varphi=0$, has no such partner. Multiplying by $i\sigma_y$ and using $\sigma_y\sigma_z=i\sigma_x$ gives $\hbar v\varphi'=m\sigma_x\varphi$. With $\sigma_x\varphi=\eta\varphi$, $\eta=\pm1$,

$$\varphi(y)\propto\exp\left[\frac{\eta}{\hbar v}\int_0^ym(y')\,dy'\right],\qquad E=\tau\eta\hbar vp .$$

This is normalizable if $\eta m<0$ far above and $\eta m>0$ far below. Opposite signs of $m$ on the two sides thus give one crossing mode, and equal signs give none, whatever the profile in between, as long as $|m(y)|$ stays well below $t$ and the Dirac description applies. For $m$ rising with $y$, $\eta=-1$ and $E=-\tau\hbar vp$. In both cases

$$\nu_\tau=C_\tau(\text{below})-C_\tau(\text{above}),$$

with the limiting values of $C_\tau$. The two halves now combine into an integer.

The vacuum edge fits the same formula. Fill $y<0$ with a mass $M$ whose magnitude is large compared with $|m|$ but small compared with $t$, so that the Dirac equation still holds. Decay into it requires $\eta=\operatorname{sgn}M$, which fixes the edge spinor with $\sin\theta=\operatorname{sgn}M$. Vacuum does not prescribe that sign; the termination does.

In the same ribbon, now with $U=0$ on both edges, a wall rising from $-20$ to $+20$ meV gives $(-1,+1)$, whether abrupt or of the form $m_0\tanh(y/w)$ with $m_0=20$ meV and $w=10$ nm. A falling wall gives $(+1,-1)$. A profile from $-20$ to $+50$ meV with a dip that adds two more sign changes still gives $(-1,+1)$, and a step from 20 to 60 meV gives $(0,0)$. For the 10 nm wall at $\hbar vp=10$ meV, the energies are $-9.99$ and $+10.01$ meV in the two valleys. The amplitude decays over $\hbar v/m_0=28.8$ nm.

### More bound states, still one crossing

A wide wall binds more than one state. Squaring $D$ gives

$$D^2=-\hbar^2v^2\partial_y^2+m^2+\hbar vm'\sigma_x .$$

For the tanh wall put $u=y/w$ and $s=m_0w/\hbar v$. In units of $(\hbar v/w)^2$, the sector $\sigma_x=-1$ is $A_s^\dagger A_s$ with $A_s=\partial_u+s\tanh u$. Multiplying out in the other order,

$$A_sA_s^\dagger=A_{s-1}^\dagger A_{s-1}+s^2-(s-1)^2 .$$

The two orders share their nonzero eigenvalues, so each step down adds a level, and

$$\varepsilon_n=\frac{\hbar v}{w}\sqrt{n(2s-n)},\qquad n<s .$$

For $w=10$ nm, $s=0.35$ and only $n=0$ is bound. For $w=100$ nm, $s=3.48$, and the formula gives $\varepsilon_1=14.04$, $\varepsilon_2=18.11$ and $\varepsilon_3=19.81$ meV. Diagonalizing the ribbon reproduces the first two within 0.01 meV. "One per valley" refers to crossing modes, not to all bound states.

### When the wall must be smooth

Along the zigzag direction the valleys have different $k$, and even an abrupt wall keeps them apart. Along the armchair direction both project onto the same wave number. At that point, with rows at $x_j=ja/2$, $H=\sigma_xF+\sigma_zM$, where $F$ has elements $-t$ within a row and between adjacent rows, and $M$ is the diagonal matrix of masses. In the sector $\sigma_y=+1$ a zero mode obeys, with $\mu_j=m_j/t$,

$$\varphi_{j+1}+\varphi_{j-1}+(1+i\mu_j)\varphi_j=0 .$$

Take an abrupt step $\mu_j=\mu\,\mathrm{sgn}(j)$, $\mu=m_0/t$, centred on a row. On the right $\varphi_j=\lambda^j$ with $\lambda+1/\lambda=-1-i\mu$, so $\lambda\simeq e^{2\pi i/3}e^{-\mu/\sqrt3}$; on the left $\varphi_{-j}=(\lambda^*)^j$. Row 0 is left with the mismatch $1+2\,\mathrm{Re}\lambda\simeq\mu/\sqrt3$. Treat it as a local perturbation of a problem with exact zero modes. It couples $\varphi$ to the other valley's mode, which is $\varphi^*$ with $\sigma_y=-1$. As $\sum_j|\varphi_j|^2\simeq\sqrt3/\mu$, the coupling has magnitude $t(\mu/\sqrt3)^2=m_0^2/3t$, and the crossing opens by

$$\Delta\simeq\frac{2m_0^2}{3t}=\frac{2\times20^2}{3\times2700}\ \text{meV}=0.099\ \text{meV}.$$

Sparse diagonalization of a strip 600 nm wide also gives 0.099 meV. The value depends on where the step sits: midway between two rows the gap is 0.198 meV. With the 10 nm wall the gap in this strip falls below $10^{-7}$ meV, and what remains comes from the finite width of the strip, since it keeps shrinking as the strip is widened.

### Scale in a real sample

These parameters are rough values for graphene aligned with hexagonal boron nitride, where gaps of some tens of meV occur. The edge potential and wall width are chosen, not measured. With spin, the 10 nm wall has two modes in each direction (a wide wall has more if the Fermi energy lies further than $\varepsilon_1$ from midgap, on either side), so its ideal two-terminal resistance is $h/2e^2=12.9$ kΩ. This assumes perfect contacts, no backscattering and no current through the bulk. Atomic-scale disorder breaks the second assumption: a transmission of one half would double the resistance. Temperature breaks the third: $k_BT$ is 0.34 meV at 4 K but 25.9 meV at 300 K, where $e^{-m_0/k_BT}=0.46$ and the bulk no longer insulates. Interactions and the spatial variation of $m$ within the moiré pattern are left out. A conducting vacuum edge in such a sample would therefore not reveal its bulk valley number without knowledge of the termination.

Numbers in the example were calculated in double precision.
